# SCAN's iso-orbital indicator in all-electron and pseudo silicon atoms

## What the indicator measures

Hartree atomic units are used throughout. For counting dimensions, set only $\hbar$ and the electron mass to one. A density then has the dimension of length$^{-3}$ and a kinetic energy density that of length$^{-5}$. A dimensionless measure linear in the kinetic energy density must therefore divide it by something with the dimension of $n^{5/3}$. SCAN asks that the measure vanish when a single orbital shape makes up the density, and equal one in the uniform gas. These conditions do not fix a unique form; SCAN uses the simple ratio

$$
\alpha=\frac{\tau-\tau_W}{\tau_u},\qquad
\tau=\frac12\sum_i f_i|\nabla\psi_i|^2,\qquad
\tau_W=\frac{|\nabla n|^2}{8n},\qquad \tau_u=Cn^{5/3},
$$

with $n=\sum_i f_i\psi_i^2$ for real orbitals of occupation $f_i$, and $C=\tfrac{3}{10}(3\pi^2)^{2/3}$.

A pseudopotential calculation without core corrections puts only valence fields into this ratio. The numerator loses what the core contributed to it, and the denominator shrinks because it grows with the density as $n^{5/3}$. The two losses need not balance, so $\alpha$ can move either way.

The numerator $\tau_P=\tau-\tau_W$, the Pauli kinetic energy density, cannot be negative. Since $\nabla n=2\sum_i f_i\psi_i\nabla\psi_i$, the Cauchy–Schwarz inequality gives

$$
|\nabla n|^2\le4\Big(\sum_i f_i\psi_i^2\Big)\Big(\sum_i f_i|\nabla\psi_i|^2\Big)=8n\tau .
$$

This bound holds when $n$ and $\tau$ come from the same orbitals, a condition that matters below.

## The two atoms compared

The all-electron atom is nonrelativistic silicon, $1s^22s^22p^63s^23p^2$, spin-unpolarized, with the two $3p$ electrons spread evenly over the three $p$ orbitals. Its orbitals solve the Kohn–Sham equations in the local density approximation (LDA: Slater exchange and VWN correlation), by Chebyshev collocation on a radial grid of 30 bohr. SCAN's indicator is evaluated on these orbitals; SCAN is not made self-consistent.

The pseudo atom keeps $3s^23p^2$. Inside $r_c=1.9$ bohr each valence orbital is replaced by the Troullier–Martins form $R=r^l e^{p(r)}$. The even polynomial $p$ is fixed by matching the value and four derivatives, conserving the norm inside $r_c$, and giving the screened potential zero curvature at the origin. The eigenvalues are $-0.398$ hartree for $3s$ and $-0.153$ hartree for $3p$ in both atoms. Outside $r_c$ the valence orbitals are identical by construction.

For an evenly filled shell $\psi=R(r)Y_{lm}$, the radial and angular parts of the gradient are perpendicular. The sum $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ is constant, so its angular Laplacian vanishes:

$$
0=2\sum_m|\nabla_\Omega Y_{lm}|^2-2l(l+1)\sum_m|Y_{lm}|^2 .
$$

With $f$ now the occupation of the whole shell, each orbital holds $f/(2l+1)$ electrons, and

$$
n=\sum\frac{fR^2}{4\pi},\qquad
\tau=\sum\frac{f}{8\pi}\left[R'^2+\frac{l(l+1)R^2}{r^2}\right].
$$

The plot shows $\alpha$ on a logarithmic axis: A is the all-electron atom, P the pseudo atom, and an asterisk marks both in one column.

```
r/bohr  A      P     .001    .01     .1      1       10
 0.02  0.016  19.8  |          A                       P
 0.05  0.050  19.5  |              A                   P
 0.10  0.322  18.5  |                    A             P
 0.20  1.94   15.1  |                          A      P
 0.30  0.847  11.2  |                       A        P
 0.40  0.468  7.85  |                     A         P
 0.50  0.394  5.35  |                     A        P
 0.60  0.419  3.64  |                     A      P
 0.80  0.797  1.78  |                       A  P
 1.00  2.21   0.973 |                        P  A
 1.20  3.43   0.604 |                      P     A
 1.40  2.22   0.440 |                     P     A
 1.60  1.08   0.381 |                     P  A
 1.90  0.528  0.368 |                     PA
 2.20  0.438  0.396 |                     *
 2.60  0.490  0.481 |                     PA
 3.00  0.620  0.618 |                      *
 4.00  1.23   1.23  |                         *
 5.00  2.42   2.42  |                           *
 6.00  4.58   4.58  |                             *
 8.00  16.0   16.0  |                                  *
```

At the tabulated radii up to 0.8 bohr the pseudo value is too large; from 1.0 bohr outward it is too small, until the curves merge. The all-electron curve rises and falls twice through the shells. The pseudo curve has one broad minimum.

## Why the direction changes

Split the density into core and valence, $n=n_c+n_v$, and write $\mathbf g_i=\nabla\ln n_i$. Then $\tau_W[n_i]=n_i g_i^2/8$ and $\nabla n=n_c\mathbf g_c+n_v\mathbf g_v$. Subtracting the von Weizsäcker term of the whole from those of the parts gives

$$
\begin{aligned}
\tau_W[n_c]+\tau_W[n_v]-\tau_W[n]
&=\frac{(n_c+n_v)(n_cg_c^2+n_vg_v^2)-|n_c\mathbf g_c+n_v\mathbf g_v|^2}{8n}\\
&=\frac{n_cn_v\,|\mathbf g_c-\mathbf g_v|^2}{8n}.
\end{aligned}
$$

The terms in $n_c^2$ and $n_v^2$ cancel, and the rest forms a square. Because $\tau=\tau_c+\tau_v$,

$$
\tau_P=\tau_{P,c}+\tau_{P,v}+\frac{n_cn_v}{8n}|\mathbf g_c-\mathbf g_v|^2 .
$$

The last term comes from overlapping densities with different logarithmic slopes. All three terms are nonnegative, so removing the core from around unchanged valence orbitals cannot raise the numerator.

Now divide by $Cn^{5/3}$. With the valence share $x=n_v/n$,

$$
\alpha=x^{5/3}\alpha_v+(1-x)^{5/3}\alpha_c
+\frac{x(1-x)|\mathbf g_c-\mathbf g_v|^2}{8Cn^{2/3}} .
$$

Dropping the core replaces $\alpha$ by $\alpha_v$. This raises the indicator if $(1-x^{5/3})\alpha_v$ exceeds the core and cross terms together, and lowers it if it is smaller. Three radii show the competition:

| $r$ (bohr) | $x$ | valence term | core term | cross term |
|---|---|---|---|---|
| 0.5 | 0.018 | 0.003 | 0.383 | 0.008 |
| 1.0 | 0.136 | 0.041 | 0.614 | 1.554 |
| 1.9 | 0.983 | 0.358 | 0.013 | 0.158 |

At 0.5 bohr the core supplies nearly all of $\alpha=0.394$. The true valence orbitals alone would give 2.45, since their small density makes the denominator small. At 1.0 bohr the cross term supplies 1.55 of the total 2.21. Removing the core removes that term, and the valence value falls to 1.13.

The pseudo atom also has smoother valence orbitals. The two changes can be followed in order: all-electron, true valence alone, pseudo valence.

- At 0.1 bohr: 0.32, 92, 18.5.
- At 0.5 bohr: 0.39, 2.45, 5.35.
- At 1.0 bohr: 2.21, 1.13, 0.97.

The value of 92 lies on the flank of a peak close to the inner $3s$ node, which is at 0.15 bohr. At the node $R_s=0$, so the valence density and its gradient are those of $3p$ alone, but the slope of $3s$ still adds $f_sR_s'^2/(8\pi)$ to $\tau_P$. A large numerator then stands over a small density. At 0.1 bohr the node is near but not reached: $3s$ still supplies about 60% of the valence density there.

The combined effect is seen by comparing numerators and denominators directly. At 0.5 bohr $\tau_P$ falls from 12.3 to 0.0234 hartree/bohr$^3$, a factor of 526. Meanwhile $\tau_u$ falls from 31.2 to 0.00437 hartree/bohr$^3$, a factor of about 7140. The indicator therefore grows by $7140/526\approx13.6$. At 1.0 bohr the numerator falls by a factor of 34.3 and the denominator by 15.1, so the indicator is multiplied by $15.1/34.3\approx0.44$.

## The nucleus and the tail

Near the nucleus an $s$ orbital has $u=rR=R_0r+cr^2+\dots$. The radial equation $u''=2(V-\epsilon)u$ with $V\to-Z/r$ gives $2c=-2ZR_0$, hence $R'(0)=-ZR_0$. Each $s$ orbital has the same logarithmic slope, so

$$
\tau_s(0)=\tfrac12Z^2n_s(0),\qquad
\tau_W(0)=\frac{[2Zn_s(0)]^2}{8n_s(0)}=\tfrac12Z^2n_s(0).
$$

The $s$ contribution to $\tau_P(0)$ cancels. A $p$ orbital starts as $R=br$. It adds nothing to $n(0)$ or $n'(0)$, but its kinetic energy density is $f(b^2+2b^2)/(8\pi)$. Orbitals with $l\ge2$ would add nothing at this point. Thus

$$
\alpha(0)=\frac{3\sum_p f_pb_p^2/(8\pi)}{C\,n_s(0)^{5/3}} .
$$

The pseudo atom obeys the same formula for a simpler reason: its $s$ orbital is flat at the origin, so $\tau_s$ and $\tau_W$ both vanish there. The results are 0.0074 for the all-electron atom and 19.9 for the pseudo atom. In the first, the high $s$ density, mostly from the core, suppresses the ratio. Dropping the core while keeping the true valence orbitals raises the value to 0.79. Smoothing supplies the remaining factor of about 25: it lowers $n_s(0)$ from 9.5 to 0.0115 bohr$^{-3}$, so $\tau_u$ falls more than $\tau_P(0)$, which goes from 97 to 0.034 hartree/bohr$^3$.

The pseudo value is a property of the construction. With the all-electron orbitals held fixed, $r_c=1.7$ bohr gives 36.9 and $r_c=2.1$ bohr gives 11.3. It should not be read as a feature of silicon.

Far from the nucleus the $3p$ shell dominates. Its radial gradient cancels against $\tau_W$, leaving the angular part with $l(l+1)=2$:

$$
\tau_P\to\frac{f}{8\pi}\frac{2R^2}{r^2}=\frac{n}{r^2},\qquad
\alpha\to\frac{1}{C\,r^2n^{2/3}} .
$$

The density decays exponentially, so $\alpha$ grows without bound in both atoms. The rise to 16 at 8 bohr is thus not a pseudopotential error; the asymptotic law gives 15.0 there, where $3s$ still holds 3% of the density. The law assumes an evenly filled outer $p$ shell; where a single $s$ orbital remains, $\tau_P=0$ instead.

## Why matching at $r_c$ is not enough

At $r_c$ the valence orbitals agree, yet $\alpha$ is 0.528 in one atom and 0.368 in the other. The pseudo value is 30% low relative to the all-electron value, although the core holds just 1.7% of the density there.

For a small core share $\delta=1-x$, expand the decomposition to first order. The core term is of order $\delta^{5/3}$ and is dropped:

$$
\alpha-\alpha_v\approx-\frac53\,\delta\,\alpha_v
+\frac{\delta\,|\mathbf g_c-\mathbf g_v|^2}{8Cn_v^{2/3}} .
$$

The first term is $-\tfrac53(0.0169)(0.368)\approx-0.010$. The second term is $+0.163$ at this order; the exact cross term in the table is $+0.158$. The core density falls much more steeply than the valence density, and the squared difference of slopes multiplies its small share. The neglected core term adds 0.013.

The two indicators agree within 1% beyond about 2.735 bohr (1.45 Å), as far as the 8 bohr examined. Of the four valence electrons, 2.66 lie inside that radius. The disagreement is therefore not confined to a region that valence electrons avoid.

## What SCAN does with the difference

SCAN exchange multiplies the LDA exchange energy density by

$$
F_x=\{h_1+f(\alpha)[1.174-h_1]\}\,g(s),\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}},
$$

with the switching function

$$
f(\alpha)=\begin{cases}
\exp[-0.667\,\alpha/(1-\alpha)],&\alpha<1,\\
-1.24\exp[0.8/(1-\alpha)],&\alpha>1.
\end{cases}
$$

The other parts are $g=1-e^{-4.9479/\sqrt s}$ and $h_1=1+k-k/(1+y/k)$, where $k=0.065$ and

$$
y=\mu s^2+b_4s^4e^{-b_4s^2/\mu}
+\left[b_1s^2+b_2(1-\alpha)e^{-(1-\alpha)^2/2}\right]^2 .
$$

Here $\mu=10/81$, $b_2=\sqrt{5913/405000}$, $b_1=511/(27000\,b_2)$ and $b_4=\mu^2/k-1606/18225-b_1^2$.

The sign of $f$ changes at $\alpha=1$. At 0.5 bohr the all-electron atom has $f=e^{-0.667(0.394)/0.606}=0.65$, while the pseudo atom has $f=-1.24e^{-0.8/4.35}=-1.03$. The enhancement factor is 1.12 in the first and 0.91 in the second. The reduced gradient also changes, from $s=0.56$ to 1.01, and works the other way: the pseudo $\alpha$ at the all-electron $s$ would give 0.88. In all, 0.79 of the four pseudo electrons lie where the two indicators are on opposite sides of one.

Constructing the pseudopotential with SCAN itself in the reference atom compensates for the missing core there. It does not make the functional of the valence fields respond to a new environment as the functional of the total fields would. The numbers above locate this risk; they do not give the resulting error in a bond length or an energy difference.

## What to do about it

Adding core density while leaving out core kinetic energy density brings a new fault. The numerator becomes $\tau_v-\tau_W[n_c+n_v]$, in which the two terms no longer come from the same orbitals, and the Cauchy–Schwarz bound is lost. The next table uses the pseudo valence with the true core fields.

| $r$ (bohr) | all-electron | core $n_c$ only | core $n_c$ and $\tau_c$ |
|---|---|---|---|
| 0.1 | 0.322 | −1.14 | 0.316 |
| 0.5 | 0.394 | −0.51 | 0.396 |
| 1.0 | 2.21 | −2.73 | 1.58 |
| 1.9 | 0.528 | 0.28 | 0.528 |

The lowest value without $\tau_c$ is $-2.73$, near 1 bohr. If the formula is applied there unchanged, $f=e^{0.667(2.73)/3.73}\approx1.63$, above its single-orbital value of one. A program may clip such input, but clipping does not restore the missing information.

Keeping both core fields removes nearly all of the difference at 0.1, 0.5 and 1.9 bohr, but only about half of it at 1.0 bohr. The largest remaining relative error is $-29\%$, at 0.96 bohr. It comes from smoothing the valence orbitals, because the core fields are those of the all-electron atom. The error matters where core and valence overlap; deeper inside, the core dominates.

A smooth partial core needs a partner $\tau_c$ too. The decomposition of $\tau_P$ supplies a sufficient condition: if

$$
\tau_c\ge\frac{|\nabla n_c|^2}{8n_c},
$$

then all three terms are nonnegative and $\alpha\ge0$, provided the valence fields come from orbitals. As an illustration, add $n_c=e^{-4r^2}$ bohr$^{-3}$ ($r$ in bohr) to the pseudo valence. Its gradient is $-8rn_c$, so $\tau_W[n_c]=8r^2n_c$. With $\tau_c=0$ the lowest $\alpha$ is $-2.76$; with $\tau_c=\tau_W[n_c]$ it is 0.011. This model core is not fitted to silicon. The inequality secures the sign, not the accuracy, of $\alpha$.

For a practical potential these results suggest three steps. Take $n_c$ and $\tau_c$ from the same core orbitals. If they are smoothed, impose the inequality at every radius. Then compare $\alpha$ with the all-electron atom out to where the core tail is negligible, not just to $r_c$.

## How far the silicon numbers carry

The numbers depend on the functional that makes the orbitals. Removing correlation from the LDA, with $r_c$ fixed, shifts $\alpha$ inside 3 bohr by at most 2.8% in the all-electron atom and 2.4% in the pseudo atom. Self-consistent SCAN orbitals (generalized Kohn–Sham, same spherical occupation) move it more: by up to about 9% in the all-electron atom (3.43 to 3.72 at 1.2 bohr), and in the pseudo atom by about 9% at 0.5 bohr and roughly 15% at the nucleus. The pseudo value at 1.0 bohr goes from 0.97 to about 1.03, across one. The pattern survives: the 1% radius becomes about 2.76 bohr, and about 0.75 electrons lie on opposite sides of one.

Spin matters more. The real free atom is a triplet, and exchange then treats each spin separately through its doubled density. With frozen orbitals and the $p$ electrons still spread evenly, the majority-spin $\alpha$ at 1.0 bohr is 2.48 for the all-electron atom and 1.19 for the pseudo atom. For minority spin the values are 1.85 and zero. The zero follows because the minority valence is a single $3s$ orbital. The core hides this single-orbital character in the all-electron atom. The uneven filling of the real $p$ shell and relativity are left out and not sized.

In crystalline silicon half a bond is roughly 2.2 bohr, or 1.2 Å, which is inside the radius of 1% agreement, about 2.7 bohr. At 2.2 bohr the free-atom pseudo indicator is still about 10% low. In the crystal the neighbour's density and the changed orbitals alter both values, so this figure shows where to look and does not predict the error in the bond.
